# Chebyshev Degree for the Fermi Function on Refined Real-Space Grids

Let a Hamiltonian have its spectrum in $[E_-,E_+]$, of width $W=E_+-E_-$, with the chemical potential $\mu$ inside. A Chebyshev expansion of the Fermi function

$$f(E)=\frac{1}{1+e^{(E-\mu)/kT}}$$

with a small error $\varepsilon$, uniform over the interval, needs the degree

$$N\simeq\frac{S}{\pi kT}\,\ln\frac{2}{\pi\varepsilon},\qquad S=\sqrt{(\mu-E_-)(E_+-\mu)},$$

provided $\pi kT$ is small compared with the distance from $\mu$ to either edge. The rate is set by the pole of $f$ nearest to the interval.

If $\mu$ sits at a fixed fraction of the interval, $S\propto W$ and $N\propto W/T$. On a grid of spacing $h$ the width grows as $1/h^2$, so this gives $N\propto 1/(h^2T)$. Refining the grid for a given physical system is different: once the grid resolves the lowest states, $\mu-E_-$ stays nearly fixed while $E_+$ rises. With tight spectral bounds the degree then grows as $1/(hT)$. The law $1/(h^2T)$ is the worst case, since $S\le W/2$.

## Back of the envelope

Let $c$ be the centre of the interval and $a=W/2$, and set $x=(E-c)/a=\cos\theta$. Then $T_N(x)=\cos N\theta$ resolves angles of order $1/N$. The Fermi step has width $kT$ in energy. Since $|dE/d\theta|=a\sin\theta$, its angular width is $kT/(a\sin\theta_0)$, where $\cos\theta_0=x_0=(\mu-c)/a$. Moreover

$$a^2\sin^2\theta_0=a^2-(\mu-c)^2=(\mu-E_-)(E_+-\mu)=S^2 .$$

Hence $N\sim S/kT$. Chebyshev polynomials resolve finer energies near the ends of the interval, and on a fine grid the occupied states lie near the lower end.

## The poles and the coefficients

Put $y=(E-\mu)/kT$ and $\nu_n=(2n+1)\pi$. The product $\cosh(y/2)=\prod_{n\ge0}(1+y^2/\nu_n^2)$ has the logarithmic derivative $\tfrac12\tanh(y/2)=\sum_n 2y/(y^2+\nu_n^2)$. Therefore

$$f=\frac12-\frac12\tanh\frac y2=\frac12-\sum_{n\ge0}\left[\frac1{y-i\nu_n}+\frac1{y+i\nu_n}\right].$$

With $y=a(x-x_0)/kT$, and the poles written as $z_n=x_0+i\nu_n kT/a$, this becomes

$$f=\frac12+\frac{2kT}{a}\sum_{n\ge0}\mathrm{Re}\,\frac1{z_n-x}.$$

To expand one term, write $z=\tfrac12(w+w^{-1})$ with $|w|>1$, and $s=\tfrac12(w-w^{-1})$, so that $s^2=z^2-1$. Summing the geometric series gives

$$1+2\sum_{k\ge1}w^{-k}\cos k\theta=\frac{1-w^{-2}}{1-2w^{-1}\cos\theta+w^{-2}}=\frac{w-w^{-1}}{w+w^{-1}-2x}=\frac{s}{z-x}.$$

Dividing by $s$ and inserting the result in $f$ yields, for $k\ge1$,

$$c_k=\frac{4kT}{a}\sum_{n\ge0}\mathrm{Re}\,\frac{w_n^{-k}}{s_n}.$$

Now let $w_n=e^{\lambda_n+i\varphi_n}$ with $\lambda_n>0$. Then $z_n=\cosh(\lambda_n+i\varphi_n)$ and $s_n=\sinh(\lambda_n+i\varphi_n)$. Since $|z_n\pm1|=\cosh\lambda_n\pm\cos\varphi_n$,

$$2\cosh\lambda_n=|z_n+1|+|z_n-1| .$$

The right side grows with $\mathrm{Im}\,z_n$, so the nearest pole, $n=0$, has the smallest $\lambda_n$ and dominates at large $k$. Write $\lambda=\lambda_0$ and $\varphi=\varphi_0$.

## A sufficient degree

Because $|T_k|\le1$, the error after degree $N$ is at most $\sum_{k>N}|c_k|$. For each pole, $\sum_{k>N}e^{-k\lambda_n}=e^{-N\lambda_n}/(e^{\lambda_n}-1)$. Two inequalities control the denominator:

- $|s_n|=\sqrt{\sinh^2\lambda_n+\sin^2\varphi_n}\ge\sin\varphi_n$;
- $e^{\lambda_n}-1\ge\sinh\lambda_n$, since the difference is $\cosh\lambda_n-1\ge0$.

Their product is at least $\sinh\lambda_n\sin\varphi_n=\mathrm{Im}\,z_n=(2n+1)\pi kT/a$. The factor $kT/a$ cancels, leaving

$$\text{error}\le\frac4\pi\sum_{n\ge0}\frac{e^{-N\lambda_n}}{2n+1}.$$

It remains to find $\lambda$. The real and imaginary parts of $z_0$ give

$$\cosh\lambda\cos\varphi=x_0,\qquad \sinh\lambda\sin\varphi=\frac{\pi kT}{a}.$$

For a small right side and $\mu$ away from the edges, the first equation gives $\varphi\simeq\theta_0$ and the second gives

$$\lambda\simeq\frac{\pi kT}{a\sin\theta_0}=\frac{\pi kT}{S}.$$

## The sharper estimate

The bound ignores the phases of the coefficients. Keeping the nearest pole, with $s_0\simeq i\sin\varphi$, and using $\mathrm{Re}(e^{-ik\varphi}/i)=-\sin k\varphi$ and $kT/(a\sin\varphi)\simeq\lambda/\pi$,

$$c_k\simeq-\frac{4\lambda}{\pi}e^{-k\lambda}\sin k\varphi .$$

The neglected tail at $\theta=\varphi-\tau$ is

$$R=-\frac{2\lambda}{\pi}\sum_{k>N}e^{-k\lambda}\left[\sin k(2\varphi-\tau)+\sin k\tau\right].$$

The first sine oscillates quickly. Its geometric sum is of order $e^{-N\lambda}/(2\sin\varphi)$, small compared with $e^{-N\lambda}/\lambda$. The second sum varies slowly near $\tau=0$ and may be replaced by an integral:

$$\sum_{k>N}e^{-k\lambda}\sin k\tau\simeq\mathrm{Im}\,\frac{e^{-N\lambda+iN\tau}}{\lambda-i\tau}.$$

Its size cannot exceed $e^{-N\lambda}/\lambda$. It nearly reaches this at $N\tau=\pi/2$, because there $\tau/\lambda=\pi/(2N\lambda)$ is small when $N\lambda\gg1$. The largest error is thus about $(2/\pi)e^{-N\lambda}$. Setting it equal to $\varepsilon$ gives $N\simeq\ln(2/\pi\varepsilon)/\lambda$, the opening result.

## No polynomial escapes the scaling

Let $p$ be any real polynomial of degree $N\ge1$ with error at most $\varepsilon$ on the interval. Then $q(\theta)=p(\cos\theta)-\tfrac12$ is a trigonometric polynomial of degree at most $N$, with $|q|\le B=\tfrac12+\varepsilon$. Bernstein's inequality states $|q'|\le NB$.

To prove it, suppose the maximum of $|q'|$ were $NL$ with $L>B$, reached at $\theta_1$. Choose the sign of $q$ so that $q'(\theta_1)=NL$; then $q''(\theta_1)=0$. Let $r(\theta)=L\sin N(\theta-\theta_1)-q(\theta)$. At the $2N$ extrema of the sine, $r$ alternates in sign, so it has $2N$ distinct zeros per period. By Rolle's theorem $r'$ also has at least $2N$, and a nonzero trigonometric polynomial of degree $N$ has no more. Since $r'(\theta_1)=0$, the point $\theta_1$ is one of them. Between neighbouring zeros of $r'$ lie $2N$ zeros of $r''$, and $r''(\theta_1)=0$ adds another. With $2N+1$ zeros $r''$ vanishes identically, so the periodic function $r$ is constant, which contradicts its sign changes.

Between $\mu-kT$ and $\mu+kT$ the Fermi function falls by $\tanh\tfrac12$, so $q$ must change by at least $\tanh\tfrac12-2\varepsilon$. If $\Delta\theta\simeq2kT/S$ is the angle between these energies,

$$N\ge\frac{\tanh\frac12-2\varepsilon}{(\frac12+\varepsilon)\,\Delta\theta}\simeq0.46\,\frac{S}{kT}\quad(\varepsilon\ll1).$$

At fixed small $\varepsilon$ the degree is therefore bounded above and below by multiples of $S/kT$. The argument uses accuracy at $\mu\pm kT$ and the bound $|q|\le B$ over the whole interval. If the spectrum has a gap there and no accuracy is asked inside it, this lower bound does not apply.

## Refining the grid

In hartree units the second-order difference form of $-\tfrac12d^2/dx^2$, acting on a plane wave of wavenumber $\kappa$, gives $(1-\cos \kappa h)/h^2$, which lies between $0$ and $2/h^2$. Three dimensions give a top of $6/h^2$, and a bounded potential changes the width by no more than its own range. So $W\simeq6/h^2$ for this stencil. Higher-order stencils raise the constant, to $8.0$ at fourth order and $10.6$ at twelfth, and leave the powers of $h$ unchanged. There are two cases:

- Fixed $\Delta=\mu-E_-$: $S\simeq\sqrt{\Delta W}=\sqrt{6\Delta}/h$, hence $N\propto1/(hT)$.
- Fixed fraction $\alpha=(\mu-E_-)/W$: $S=W\sqrt{\alpha(1-\alpha)}$, hence $N\propto1/(h^2T)$.

The second case can be produced by a loose bound. If the lower edge is moved down by $pW$, then $S^2=(\Delta+pW)(W-\Delta)$, and once $pW\gg\Delta$ the degree grows as $1/h^2$.

A different limit holds when $\mu-E_-\ll\pi kT$. For $\mu=E_-$ we have $z_0=-1+i\eta$ with $\eta=\pi kT/a$, and $2\cosh\lambda=\eta+|{-2}+i\eta|\simeq2+\eta$. Since $2\cosh\lambda\simeq2+\lambda^2$, it follows that $\lambda\simeq\sqrt{2\pi kT/W}$ and $N\propto1/(h\sqrt T)$.

## Comparison with computed degrees

The model is a periodic cube of side 16 bohr with potential $-0.1$ hartree times the sum of the cosines of $2\pi x/16$, $2\pi y/16$ and $2\pi z/16$, lengths in bohr. It has $\mu=0.4$ hartree, $kT=0.01$ hartree (3158 K) and $\varepsilon=10^{-6}$. The degree is found by bisection on the largest sampled error of the truncated series.

At $h=0.2$ bohr, $E_-=-0.1318$ and $W=150.26$ hartree. Hence $\mu-E_-=0.5318$, $E_+-\mu=149.73$ and $S=\sqrt{0.5318\times149.73}=8.92$ hartree. This gives $\lambda\simeq0.0314/8.92=0.00352$ and $N\simeq13.364/0.00352\approx3800$. The degree found is 3792.

| $h$ (bohr) | tight bounds | 5% padding | worst-case estimate |
|---|---|---|---|
| 0.40 | 1894 | 4036 | 8032 |
| 0.20 | 3792 | 14756 | 31960 |
| 0.10 | 7603 | 57548 | 127672 |
| 0.05 | 15211 | not computed | 510520 |

With tight bounds each halving of $h$ doubles the degree. At $h=0.05$ bohr the worst-case estimate is too large by a factor of 34. Padding the lower edge by 5% of the width brings back nearly the $1/h^2$ law: the last halving gives a power of 1.963. It is slightly below 2 because $\Delta=0.53$ hartree is not quite negligible beside the padding of 7.5 hartree at $h=0.2$ bohr. At $h=0.1$ bohr this padding costs a factor of 7.6 in degree. With $\mu$ at mid-interval the worst case is realized: 8029 and about 31940 at the two coarser spacings. The last digit of the second figure depends on the sampling: the angle grid used gives 31937, and finer sampling of the error near $\mu$ gives 31945.

At $h=0.2$ bohr, $kT=0.02$, $0.01$ and $0.005$ hartree require degrees 1904, 3792 and 7588, as $1/T$ predicts. The lower bound for any polynomial is 412 at $\varepsilon=10^{-6}$. At $\varepsilon=10^{-2}$ it is 387, where the truncated series needs 1172. With $\mu$ at the lower edge, raising $kT$ from 0.01 to 0.04 hartree only halves the degree, from 617 to 308, in accord with $1/\sqrt T$.

Finally, the series was applied to a unit vector $v$ concentrated on states near $\mu$, with the Hamiltonian $H$ on 64000 points at $h=0.4$ bohr. With $X=(H-c)/a$, the vectors $T_k(X)v$ follow from the recursion $T_{k+1}(X)v=2X\,T_k(X)v-T_{k-1}(X)v$, which is the identity $\cos(k+1)\theta+\cos(k-1)\theta=2\cos\theta\cos k\theta$. Compared with $f(H)v$ from the eigenvectors, the norm of the error is $6.6\times10^{-7}$ at degree 1894, within the uniform tolerance. At half that degree it is $1.8\times10^{-4}$, below the estimated largest error $(2/\pi)e^{-947\times0.007056}\approx8\times10^{-4}$. The numerical output lists the remaining values.

## Numbers as computed

```
cell side 16.0 bohr, cosine depth 0.10 hartree
mu 0.40 hartree, kT 0.010 hartree = 3158 K
tolerance eps 1e-06, ln(2/(pi eps)) 13.364
h 0.40 bohr: lowest -0.1319, width 37.76, 6/h^2 37.50 hartree
h 0.20 bohr: lowest -0.1318, width 150.26, 6/h^2 150.00 hartree
h 0.10 bohr: lowest -0.1318, width 600.26, 6/h^2 600.00 hartree
h 0.05 bohr: lowest -0.1317, width 2400.26, 6/h^2 2400.00 hartree
Tight bounds, fixed mu:
 h 0.40 bohr: ln rho 0.007056, approx 0.007059
  degree found 1894, pole estimate 1894, worst case 8032
 h 0.20 bohr: ln rho 0.003519, approx 0.003521
  degree found 3792, pole estimate 3798, worst case 31960
 h 0.10 bohr: ln rho 0.001758, approx 0.001759
  degree found 7603, pole estimate 7600, worst case 127672
 h 0.05 bohr: ln rho 0.000879, approx 0.000879
  degree found 15211, pole estimate 15202, worst case 510520
 power of 1/h, from h 0.10 to 0.05: 1.000
Temperature at h 0.20 bohr:
 kT 0.020 hartree: degree found 1904
 kT 0.010 hartree: degree found 3792
 kT 0.005 hartree: degree found 7588
Lower bound on degree, h 0.20, eps 1e-06: 412
Lower bound on degree, h 0.20, eps 1e-02: 387, found 1172
Lower edge padded by 5% of the width:
 h 0.40 bohr: degree found 4036, pole estimate 4038
 h 0.20 bohr: degree found 14756, pole estimate 14764
 h 0.10 bohr: degree found 57548, pole estimate 57575
 power of 1/h, from h 0.20 to 0.10: 1.963
mu at mid-interval, h 0.40 bohr: degree found 8029
mu at mid-interval, h 0.20 bohr: degree found 31937
 power of 1/h, from h 0.40 to 0.20: 1.992
mu at the lower edge:
 h 0.20 bohr, kT 0.010 hartree: degree found 617
 h 0.20 bohr, kT 0.040 hartree: degree found 308
 h 0.10 bohr, kT 0.010 hartree: degree found 1233
Recursion at h 0.40 bohr: 64000 points, 112.18 electrons
 vector error at degree 1894: 6.62e-07
 vector error at degree 947: 1.82e-04
```
